# Sudden-Approximation Photocurrent and Exact Symmetrization at the Fermi Momentum

## One level

Take a single electron level, without interactions, at energy $\xi$ measured from the chemical potential $\mu$. In equilibrium at temperature $T$ it is filled with probability $f(\xi)$, where

$$f(E)=\frac{1}{e^{\beta E}+1},\qquad \beta=\frac{1}{k_BT}. \tag{1}$$

Light can eject an electron only if one is there, so the photoemission spectrum is proportional to $f(\xi)\,\delta(E-\xi)$. The level itself has the spectral function $A(E)=\delta(E-\xi)$, and the spectrum is therefore $f(E)A(E)$.

Now add the spectrum to its mirror image about $E=0$. The result is $f(\xi)[\delta(E-\xi)+\delta(E+\xi)]$. For $\xi=0$ this is $\tfrac12\cdot2\,\delta(E)=A(E)$: the Fermi function has gone. For $\xi\neq0$ there are two lines where the level has one, and the weight of the true line is wrong. Both results survive interactions, with "$\xi=0$" replaced by a condition on the whole function $A$.

## Transition probability

Let the interacting electrons have Hamiltonian $H$ and number operator $N$. Put $K=H-\mu N$, with eigenstates $K|m\rangle=K_m|m\rangle$ and probabilities $P_m=e^{-\beta K_m}/Z$. A photoelectron state $p$ of energy $\varepsilon_p$ is initially empty; $\varepsilon_p$ and $\mu$ are counted from the same zero. Light of frequency $\nu$ couples it to one band state $k$ through

$$H_{\rm int}(t)=M\,c_p^\dagger c_k\,e^{-2\pi i\nu t}+\text{h.c.} \tag{2}$$

The conjugate term needs an electron in $p$ and gives zero on the initial state. The term that oscillates with the opposite sign is off resonance by $2h\nu$ and has been dropped.

The sudden approximation is the assumption that the photoelectron does not interact with the system it leaves. The final states are then products $c_p^\dagger|n\rangle$, with energy $E_n+\varepsilon_p$, where $E_n$ is the eigenvalue of $H$. To first order in $M$ the amplitude is

$$a_{nm}(t)=-\frac{i}{\hbar}M\langle n|c_k|m\rangle\int_0^t dt'\,e^{i(E_n+\varepsilon_p-E_m-h\nu)t'/\hbar}. \tag{3}$$

State $n$ has one electron fewer than $m$, so $E_m-E_n=K_m-K_n+\mu$. Define

$$E=\varepsilon_p-h\nu-\mu,\qquad E_{mn}=K_m-K_n . \tag{4}$$

The exponent in (3) is then $ixt'/\hbar$ with $x=E-E_{mn}$. The integral has the squared modulus

$$F_t(x)=\left|\frac{e^{ixt/\hbar}-1}{ix/\hbar}\right|^2=\left[\frac{\sin(xt/2\hbar)}{x/2\hbar}\right]^2, \tag{5}$$

because $|e^{i\theta}-1|=2|\sin(\theta/2)|$. Averaging over initial states and summing over final ones gives the emission probability

$$P_p(t)=\frac{|M|^2}{\hbar^2}\int dE'\,A^-(k,E')\,F_t(E-E'), \tag{6}$$

$$A^-(k,E)=\sum_{mn}P_m|\langle n|c_k|m\rangle|^2\,\delta(E-E_{mn}). \tag{7}$$

$A^-$ is the removal spectrum: it lists the energies at which an electron can be taken out, with their weights.

To pass to a rate, the area of $F_t$ is needed. With $u=xt/2\hbar$, so that $dx=2\hbar\,du/t$ and $x/2\hbar=u/t$,

$$\int F_t\,dx=2\hbar t\int_{-\infty}^{\infty}\frac{\sin^2u}{u^2}\,du=2\hbar t\int_{-\infty}^{\infty}\frac{\sin2u}{u}\,du=2\pi\hbar t. \tag{8}$$

The middle step is an integration by parts. The width of $F_t$ is of order $2\pi\hbar/t$. Once this is small compared with the structure of $A^-$, one may replace $F_t(x)$ by $2\pi\hbar t\,\delta(x)$, and $P_p$ grows linearly at the rate $(2\pi/\hbar)|M|^2A^-(k,E)$. The light must also be weak enough for $P_p$ to stay small. In a finite system $A^-$ consists of sharp lines, and the smoothing comes from the detector's sum over final states.

Let $\rho_p$ be the number of final states per unit energy and solid angle, and $e$ the magnitude of the electron charge. The photocurrent per unit energy and solid angle is

$$I(k,E)=\frac{2\pi e}{\hbar}\rho_p|M|^2A^-(k,E). \tag{9}$$

Its unit is $\mathrm{A\,J^{-1}\,sr^{-1}}$, as the factors $e/\hbar$, $\rho_p$, $|M|^2$ and $A^-$ confirm.

The single factor $|M|^2$ rests on (2), where one band state feeds the final state. If several orbitals $a$ do so, (7) contains $|\sum_aM_a\langle n|c_a|m\rangle|^2$, and the current follows the removal spectrum of the combination $\sum_aM_ac_a$. This combination depends on the light and on the final state, and its cross terms are absent from the spectral functions of the separate orbitals.

## From removal spectrum to $fA$

The retarded Green function is

$$G^R(k,t)=-\frac{i}{\hbar}\theta(t)\langle\{c_k(t),c_k^\dagger\}\rangle,\qquad c_k(t)=e^{iKt/\hbar}c_ke^{-iKt/\hbar}. \tag{10}$$

Insert complete sets of states. In $\langle c_k(t)c_k^\dagger\rangle$ the thermal state is $n$, and in $\langle c_k^\dagger c_k(t)\rangle$ it is $m$. Both terms contain $|\langle n|c_k|m\rangle|^2e^{-iE_{mn}t/\hbar}$. The transform $\int dt\,e^{iEt/\hbar}$, with a vanishing positive imaginary part $i0$ added to $E$ for convergence, gives

$$G^R(k,E)=\sum_{mn}\frac{(P_n+P_m)|\langle n|c_k|m\rangle|^2}{E-E_{mn}+i0}. \tag{11}$$

With the convention $A=-\mathrm{Im}\,G^R/\pi$, this becomes

$$A(k,E)=\sum_{mn}(P_n+P_m)|\langle n|c_k|m\rangle|^2\,\delta(E-E_{mn}). \tag{12}$$

The part with $P_m$ is $A^-$; the part with $P_n$ describes adding an electron. Equilibrium ties them together, since

$$P_n=\frac{e^{-\beta K_n}}{Z}=\frac{e^{-\beta K_m}}{Z}\,e^{\beta(K_m-K_n)}=P_m\,e^{\beta E_{mn}}. \tag{13}$$

The delta function sets $E_{mn}=E$, so $A=(1+e^{\beta E})A^-$, which is $A^-=fA$. Equation (9) becomes

$$I(k,E)=\frac{2\pi e}{\hbar}\rho_p|M|^2f(E)A(k,E). \tag{14}$$

The Fermi function appears here although no independent particles were assumed. It comes from the ratio of thermal weights in (13), and it is not guaranteed when the electrons are out of equilibrium.

Integrating (12) and (7) over energy gives two sum rules:

$$\int A\,dE=\langle\{c_k,c_k^\dagger\}\rangle=1,\qquad \int fA\,dE=\langle c_k^\dagger c_k\rangle=n_k. \tag{15}$$

## A ring that can be solved

A Hubbard ring of four sites tests these statements with interactions present. The hopping is $0.20$ eV, $U=0.80$ eV, $T=1000$ K and $\mu=U/2=0.40$ eV. A photoelectron level is coupled to the state $k=\pi/2$ with $M=10^{-4}$ eV, and the full Schrödinger evolution is followed for 20 fs. At $E=-0.2$ eV the emission probability is $2.891650\times10^{-6}$; equation (6), with $A^-=fA$ and $A$ taken from (12), gives $2.891655\times10^{-6}$. At the three energies examined the two differ by about two parts in a million or less.

The sudden approximation can be broken on purpose. Let the photoelectron interact with the charge on one site, measured from one electron, with strength $0.30$ eV. The probabilities at $E=-0.6$, $-0.2$ and $+0.2$ eV then change by $+30\%$, $-46\%$ and $+31\%$ relative to (6). The interaction conserves the number of photoelectrons, so the final states still have the form $c_p^\dagger|n'\rangle$. But $|n'\rangle$ are now eigenstates of the ring with an added potential on that site, not eigenstates of $H$. Their energies and overlaps differ from those in (7), and the measured spectrum is no longer $fA$.

## When symmetrization is exact

Suppose the prefactor in (14) does not depend on $E$ over the range used, and divide it out. Define the symmetrized spectrum at fixed $k$,

$$S(E)=f(E)A(E)+f(-E)A(-E). \tag{16}$$

From (1), $f(-E)=e^{\beta E}/(e^{\beta E}+1)=1-f(E)$. Subtracting $A(E)$ gives

$$S(E)-A(E)=[1-f(E)]\,[A(-E)-A(E)]. \tag{17}$$

At any $T>0$ and finite $E$ the first factor is positive. Hence $S(E)=A(E)$ at all $E$ if and only if

$$A(k,-E)=A(k,E)\quad\text{for all }E. \tag{18}$$

This is the exact condition. It holds at any temperature and any strength of interaction, but it is a condition on $A$, and the label $k_F$ does not supply it.

Splitting $A=A_e+A_o$ into even and odd parts shows what $S$ contains otherwise:

$$S=f(A_e+A_o)+(1-f)(A_e-A_o)=A_e-\tanh\!\left(\frac{E}{2k_BT}\right)A_o, \tag{19}$$

because $2f-1=-\tanh(\beta E/2)$. Three consequences follow.

- For continuous $A$, $S(0)=A(0)$ whether or not (18) holds.
- Far below $\mu$, $1-f(E)$ is close to $e^{-|E|/k_BT}$, so the error there is small compared with the maximum of $A$, though not always compared with $A(E)$ itself. But $f$ is nearly 1 in that region, and the raw spectrum was already adequate.
- Both terms of (19) are even, so $S$ is even for any $A$. The symmetry of a symmetrized spectrum is no evidence for (18).

### The condition on the self-energy

From (11) and (12), $G^R(E)=\int dy\,A(y)/(E-y+i0)$. If $A$ is even, reversing $E$ and then renaming $y\to-y$ gives

$$G^R(-E)=-\int\frac{A(y)\,dy}{E+y-i0}=-\int\frac{A(y)\,dy}{E-y-i0}=-[G^R(E)]^*. \tag{20}$$

Conversely, the imaginary part of (20) returns (18), so the two are equivalent. Write $[G^R]^{-1}=E-\xi_k-\Sigma(E)$, where $\xi_k$ is the bare band energy measured from $\mu$. Inverting (20) gives $-E-\xi_k-\Sigma(-E)=-E+\xi_k+\Sigma^*(E)$, or

$$2\xi_k+\mathrm{Re}\,\Sigma(E)+\mathrm{Re}\,\Sigma(-E)=0,\qquad \mathrm{Im}\,\Sigma(-E)=\mathrm{Im}\,\Sigma(E). \tag{21}$$

In a metal, $k_F$ is fixed by $\xi_k+\mathrm{Re}\,\Sigma(0)=0$. That is the first equation at $E=0$ alone. At other energies (21) asks for more: the real part of $\Sigma$, less its value at zero, must be odd, and the imaginary part must be even.

### A necessary test that is not sufficient

If $A$ is even, averaging $\int fA\,dE$ with its mirror image gives

$$n_k=\tfrac12\int[f(E)+f(-E)]A(E)\,dE=\tfrac12 . \tag{22}$$

For any $A$, (16) and (15) give $\int S\,dE=2n_k$, so a symmetrized spectrum has unit area only when $n_k=\tfrac12$. Using this on data requires an absolute normalization.

The ring shows both sides. With nearest-neighbour hopping and $\mu=U/2$, the map $c_j\to(-1)^jc_j^\dagger$ leaves $K$ unchanged up to a constant. It turns $c_k$ into $c^\dagger_{\pi-k}$ and thereby exchanges removal with addition, so $A(k,E)=A(\pi-k,-E)$. The state $k=\pi/2$ is its own partner, and (18) holds. Numerically $n_k=0.5$, and $S$ agrees with $A$ to rounding error.

A second-neighbour hopping $t'=0.05$ eV, entering the band as $-2t'\cos2k$, changes sign under the map and spoils the symmetry. On four sites both paths join the same pair, so opposite sites are coupled by $2t'$. With $\mu$ retuned to $0.571$ eV, $n_k$ is again $0.5$. Yet the largest difference between $S$ and $A$, both broadened by a Lorentzian of half-width $0.05$ eV, is now 60% of the maximum of $A$. The figure depends on that width: it is about 75% for $0.02$ eV and 21% for $0.20$ eV. Half filling of the state does not make its spectrum even.

## Resolution, energy zero and momentum window

A detector with energy resolution $R$ records $\int R(E-y)f(y)A(y)\,dy$. Add the value at $-E$, rename $y\to-y$ in it, and use that $R$ and $A$ are both even:

$$\int R(E-y)\,[f(y)+f(-y)]\,A(y)\,dy=\int R(E-y)A(y)\,dy. \tag{23}$$

The Fermi function still cancels; what remains is $A$ blurred by the resolution. Dividing the recorded spectrum by $f(E)$ lacks this property, because $f$ sits inside the integral.

The zero of energy must be $\mu$. If it is misplaced by $\delta$, the point labelled zero lies at true energy $\delta$, and symmetrization gives $2f(\delta)A(\delta)$ there instead of $A(0)$.

With a finite momentum window, symmetrization remains exact for the averaged spectrum under a wider symmetry. Suppose

$$A(k_F+q,E)=A(k_F-q,-E). \tag{24}$$

Single cuts with $q\neq0$ then need not be even, but an average over $q$ with even weight is, and (18) applies to the average. What is recovered is then $A$ averaged over the window, not $A$ at $k_F$. If $|M|^2$ varies with energy, (17) holds with $A$ replaced by the product $|M|^2A$. It is the product that must be even, and the product that is recovered.

## A gapped spectrum

In the BCS mean-field model with gap $\Delta$ and a constant broadening $\Gamma$, set $z=E+i\Gamma$. The electron Green function is the upper diagonal element of a $2\times2$ inverse:

$$G^R=\left[\begin{pmatrix}z-\xi&-\Delta\\-\Delta&z+\xi\end{pmatrix}^{-1}\right]_{11}=\frac{z+\xi}{z^2-W^2},\qquad W=\sqrt{\xi^2+\Delta^2}. \tag{25}$$

Partial fractions give residues $(W\pm\xi)/2W$ at $z=\pm W$. With $L(x)=(\Gamma/\pi)/(x^2+\Gamma^2)$,

$$A=u^2L(E-W)+v^2L(E+W),\qquad u^2,v^2=\tfrac12\left(1\pm\frac{\xi}{W}\right). \tag{26}$$

At $\xi=0$ the weights are equal and $A$ is even. Changing the sign of $\xi$ exchanges them, so (24) holds if $\xi$ is odd in $q$ and $|\Delta|$ and $\Gamma$ are the same at $q$ and $-q$.

Take $\Delta=20$ meV, $\Gamma=10$ meV and $T=100$ K, so that $k_BT=8.617$ meV. At $k_F$ the lower peak of $A$ lies at $-19.86$ meV. The peak of $fA$ lies at $-20.39$ meV: at the maximum of $A$ the slope of $fA$ is $f'A<0$, so its maximum is pushed down. Symmetrization returns the peak to $-19.86$ meV.

Off the Fermi momentum, at $\xi=-10$ meV, $W=\sqrt{500}=22.36$ meV, $u^2=0.276$ and $v^2=0.724$. In units of $L(0)$, and with $L(2W)/L(0)=1/21$,

$$A(-W)=0.724+\frac{0.276}{21}=0.737,\qquad A(W)=0.276+\frac{0.724}{21}=0.311. \tag{27}$$

Since $f(W)=0.07$, equation (17) gives an error of $0.93\times0.426=0.40$ at $E=W$. That is 54% of $A(-W)$, in agreement with the largest error found numerically, 54% of the maximum of $A$. Symmetrization has replaced the weaker upper peak by a copy of the stronger lower one.

The conditions of the previous section can be read off at $k_F$. With a Gaussian resolution of 10 meV full width, (23) holds to rounding error, while a skewed resolution leaves an error of 11% of the maximum, mostly because its mean is not at zero and so shifts the energy scale. Division by $f$ at $E=30$ meV overestimates the blurred $A$ by 31%. Misplacing the zero by $\delta=+2$ meV gives $S(0)/A(0)=0.90$. Of this, $2f(\delta)=1-\tanh(2/17.23)=0.884$ is the thermal factor, and the rest is $A(\delta)/A(0)=1.018$. For $\delta=-2$ meV the ratio is $1.14$.

## A gap that is not there

Consider last a band without a gap, $A=L(E-\xi)$, cut slightly away from $k_F$. Near $E=0$, (19) with $\tanh(E/2k_BT)\simeq E/2k_BT$ and $A_o\simeq A'(0)E$ gives

$$S(E)\simeq A(0)+\tfrac12\left[A''(0)-\frac{A'(0)}{k_BT}\right]E^2. \tag{28}$$

Let $D=\xi^2+\Gamma^2$. Differentiating the Lorentzian yields

$$A'(0)=\frac{\Gamma}{\pi}\frac{2\xi}{D^2},\qquad A''(0)=\frac{\Gamma}{\pi}\left(\frac{8\xi^2}{D^3}-\frac{2}{D^2}\right), \tag{29}$$

$$S''(0)=\frac{2\Gamma}{\pi D^2}\left[\frac{4\xi^2}{D}-1-\frac{\xi}{k_BT}\right]. \tag{30}$$

At $\xi=0$ the bracket is $-1$ and $S$ has its maximum at zero, as a gapless band should. Inside the Fermi surface $\xi<0$, and both $\xi$-dependent terms are positive. A dip at $E=0$ appears when

$$\frac{4\xi^2}{\xi^2+\Gamma^2}+\frac{|\xi|}{k_BT}>1 . \tag{31}$$

For $k_BT\ll\Gamma$ the first term is negligible at threshold, and the dip begins at $|\xi|\simeq k_BT$. With a constant width and perfect resolution, cooling therefore lowers the threshold, although the dip just beyond it is then very shallow. A finite resolution stops this trend: for $\Gamma=15$ meV and a Gaussian resolution of 10 meV full width, the threshold stays near $|\xi|=5$ meV from 30 K down to 3 K. For $k_BT\gg\Gamma$ the thermal term drops out and the threshold tends to $|\xi|=\Gamma/\sqrt3$. In that limit the sign of $\xi$ no longer matters, and cuts just outside the Fermi surface can also show a dip.

With $\Gamma=15$ meV at 100 K the threshold is $\xi=-5.08$ meV, or $8.13\times10^{-22}$ J in magnitude. The two terms of (31) are then $103/251=0.41$ and $5.08/8.617=0.59$. For a band velocity $v=3\times10^5$ m/s the distance from $k_F$ is $|\xi|/\hbar v=0.026\ \mathrm{nm^{-1}}$. At $\xi=-10$ meV the symmetrized spectrum has peaks at $\pm11.2$ meV, and its value at zero is 81% of the peak height, although the band has no gap. For the same $\Gamma$ and $T$, the cuts tested outside the Fermi surface, up to $\xi=60$ meV, show no dip at zero.

A dip in $S$ at zero energy is therefore evidence of a gap only when $k_F$ is known to better than the threshold distance and (18) has support from outside the symmetrized data. Equation (31) gives that distance for a constant width and perfect resolution; a width that varies with energy, or a finite resolution, changes it. The numerical output below lists the values used here.

## Numbers as computed

```
HUBBARD RING, 4 sites, k = pi/2
hopping = 0.20 eV, U = 0.80 eV, T = 1000 K
k_B T = 0.08617 eV, chemical potential = 0.400 eV
light coupling = 1.0e-04 eV, duration = 20 fs
total spectral weight = 1.00000000 (dimensionless)
occupation n_k = 0.50000000 (dimensionless)
kernel area / (2 pi hbar t) = 0.99979 (dimensionless)
emission probability (dimensionless):
 E = -0.6 eV: propagated 1.886265e-07, from f*A 1.886267e-07
   relative change with photoelectron interaction = +0.2988
 E = -0.2 eV: propagated 2.891650e-06, from f*A 2.891655e-06
   relative change with photoelectron interaction = -0.4563
 E = +0.2 eV: propagated 2.418269e-07, from f*A 2.418274e-07
   relative change with photoelectron interaction = +0.3117
photoelectron-site interaction = 0.30 eV
symmetrization error, even A = 5.7e-15 of maximum
second-neighbour hopping = 0.050 eV
mu tuned to 0.57137 eV, giving n_k = 0.500000
symmetrization error then = 0.5971 of maximum
BROADENED BCS SPECTRUM
T = 100 K, k_B T = 8.6173 meV
gap = 20.0 meV, half-width = 10.0 meV
peak of A at kF = -19.860 meV
peak of f*A at kF = -20.392 meV
peak of symmetrized spectrum = -19.860 meV
A(0)/A(peak) = 0.3777 (dimensionless)
off kF: xi = -10.0 meV, error = 0.5392 of maximum
resolution FWHM = 10.0 meV
error with even resolution = 2.3e-16 of maximum
error with skewed resolution = 0.1114 of maximum
division by f at 30 meV: result/true = 1.3058
zero misplaced by 2.0 meV: S(0)/A(0) = 0.9001
GAPLESS BAND, same temperature
half-width = 15.0 meV, velocity = 3.0e+05 m/s
false-gap threshold xi, formula = -5.0759 meV
false-gap threshold xi, curvature = -5.0759 meV
threshold magnitude = 8.1324e-22 J
threshold distance from kF = 0.02571 1/nm
at xi = -10.0 meV: false peak at -11.218 meV
  S(0)/S(peak) = 0.8123 (dimensionless)
```
